**Preparation cost and extra attraction in the trimethylgallium–ammonia adduct**

For a tilt $q$, a harmonic cost $P=kq^2/2$ and an attraction $A=A_0+gq$ give $P^*=(A^*-A_0)/2$ at the optimum, so the net gain in binding is $g^2/2k$. The program asserts this by numerical minimisation, together with the formulas for other powers, curved attraction, several coordinates, a relaxing donor distance and classical thermal averages. For the molecule it asserts that the free acceptor's energy and LUMO are even in the tilt, that a new Hartree–Fock calculation at the predicted optimum agrees with the interpolated cost and extra attraction to within 5 meV each, and that the net gain is positive. The output shows a cost of 0.196 eV against an extra attraction of 0.470 eV at fixed Ga–N distance, a ratio of 0.42 instead of one half, because the attraction bends downwards with tilt. Most of the extra attraction comes from the frozen-fragment part and little from orbital relaxation. When the planar reference may choose its own Ga–N distance, the ratio is 0.49 and the net gain is still 0.20 eV. The basis is small, and association entropy is not included.

## Numerical verification

```python
# Result under test: if a planar acceptor pays a preparation cost P = k q^2/2 to
# pyramidalise by q, and its attraction to a donor is A = A0 + g q, then at the
# optimum P is half of A - A0, and the other half is a net gain in binding.
# Departures: curved attraction c q^2/2, other powers, distance relaxation, heat.
# Example: trimethylgallium (TMGa) + ammonia, q = downward tilt of Ga-C bonds.
# A = E(TMGa, tilted) + E(NH3) - E(adduct);  P = E(TMGa, tilted) - E(TMGa, planar).
import os
for variable in ("OMP_NUM_THREADS", "OPENBLAS_NUM_THREADS", "MKL_NUM_THREADS"):
    os.environ[variable] = "1"
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag
from scipy.optimize import minimize, minimize_scalar, brentq
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
EV = const.physical_constants["Hartree energy in eV"][0]
KB = const.k / const.e


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip(), flush=True)


# ---------- Model tests: numerical minimisation against derived formulas ----------
for m, n in [(1, 2), (1, 3), (1, 4), (2, 4)]:
    q = minimize_scalar(lambda x: 1.3 * x**n - 0.9 * x**m, bounds=(0, 3),
                        method="bounded", options={"xatol": 1e-10}).x
    assert abs(1.3 * q**n / (0.9 * q**m) - m / n) < 1e-5

for c in (-0.8, 0.8):
    q = minimize_scalar(lambda x: x**2 - x - c * x**2 / 2).x
    assert abs(q**2 / (q + c * q**2 / 2) - 2 / (4 - c)) < 1e-6

rng = np.random.default_rng(4)
root = rng.normal(size=(4, 4))
stiff = root @ root.T + np.eye(4)
force = rng.normal(size=4)
x = minimize(lambda y: y @ stiff @ y / 2 - force @ y, np.zeros(4),
             options={"gtol": 1e-8}).x
assert abs((x @ stiff @ x / 2) / (force @ x) - 0.5) < 1e-5

# A stretch s weakens the coupling by 0.7 s and costs 1.5 s^2/2.
q, s = minimize(lambda y: y[0]**2 - (1 - 0.7 * y[1]) * y[0] + 0.75 * y[1]**2,
                [0.1, 0.0], options={"gtol": 1e-8}).x
c_relax = 0.7**2 / 1.5
ratio_joint = q**2 / ((1 - 0.7 * s) * q - 0.75 * s**2)
assert abs(ratio_joint - 2 / (4 - c_relax)) < 1e-5 and ratio_joint > 0.5

# ---------- Molecular geometry (angstrom, degrees) ----------
GA_C, C_H, N_H, GA_N = 1.97, 1.09, 1.01, 2.20
GA_C_H, N_H_AXIS = 111.0, 68.0
GA_D_EXPONENT = 0.2
show("Input Ga-C length", GA_C / 10, "nm")
show("Input C-H length", C_H / 10, "nm")
show("Input N-H length", N_H / 10, "nm")
show("Input Ga-N distance", GA_N / 10, "nm")
show("Input Ga-C-H angle", GA_C_H, "deg", 1)
show("Input N-H angle from Ga-N axis", N_H_AXIS, "deg", 1)
show("Input Ga d exponent", GA_D_EXPONENT, "bohr^-2", 1)


def acceptor(tilt):
    t = np.radians(tilt)
    up = np.array([0.0, 0.0, 1.0])
    atoms = [("Ga", (0.0, 0.0, 0.0))]
    for azimuth in np.radians([0, 120, 240]):
        radial = np.array([np.cos(azimuth), np.sin(azimuth), 0])
        tangent = np.array([-np.sin(azimuth), np.cos(azimuth), 0])
        bond = np.cos(t) * radial - np.sin(t) * up
        normal = np.sin(t) * radial + np.cos(t) * up
        carbon = GA_C * bond
        atoms.append(("C", tuple(carbon)))
        bend = np.radians(180 - GA_C_H)
        for turn in np.radians([0, 120, 240]):
            side = np.cos(turn) * tangent + np.sin(turn) * normal
            h = carbon + C_H * (np.cos(bend) * bond + np.sin(bend) * side)
            atoms.append(("H", tuple(h)))
    return atoms


def ammonia(distance):
    a = np.radians(N_H_AXIS)
    atoms = [("N", (0.0, 0.0, distance))]
    for azimuth in np.radians([60, 180, 300]):
        atoms.append(("H", (N_H * np.sin(a) * np.cos(azimuth),
                            N_H * np.sin(a) * np.sin(azimuth),
                            distance + N_H * np.cos(a))))
    return atoms


# ---------- Hartree-Fock with integrals shared between adduct and acceptor ----------
GA_BASIS = list(gto.basis.load("lanl2dz", "Ga")) + [[2, [GA_D_EXPONENT, 1.0]]]
BASIS = {"Ga": GA_BASIS, "C": "3-21g", "H": "3-21g", "N": "6-31g*"}


def molecule(atoms):
    symbols = {a[0] for a in atoms}
    return gto.M(atom=atoms, basis={s: BASIS[s] for s in symbols},
                 ecp={"Ga": "lanl2dz"} if "Ga" in symbols else {}, verbose=0)


def hartree_fock(mol, core_potential, eri, hcore=None, repulsion=None, guess=None):
    if hcore is None:
        hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc") + core_potential
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.get_hcore = lambda *args: hcore
    if repulsion is not None:
        mf.energy_nuc = lambda *args: repulsion
    mf._eri = eri
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


# Acceptor functions come first, so their packed integrals are a leading block.
def adduct(tilt, distance=GA_N):
    mol = molecule(acceptor(tilt) + ammonia(distance))
    core_potential = mol.intor("ECPscalar")
    eri = mol.intor("int2e", aosym="s8")
    return hartree_fock(mol, core_potential, eri), core_potential


def free_acceptor(tilt, pair_mf, core_potential):
    mol = molecule(acceptor(tilt))
    n = mol.nao_nr()
    pairs = n * (n + 1) // 2
    eri = pair_mf._eri[:pairs * (pairs + 1) // 2].copy()
    return hartree_fock(mol, core_potential[:n, :n], eri)


def mp2_energy(mf):
    core = sum(mf.mol.atom_symbol(i) in ("C", "N") for i in range(mf.mol.natm))
    return mp.MP2(mf, frozen=core).run().e_tot


donor_mol = molecule(ammonia(GA_N))
donor = hartree_fock(donor_mol, 0.0, donor_mol.intor("int2e", aosym="s8"))
tilts = np.array([-10.0, 0.0, 10.0, 20.0])
pair, potential, acid = {}, {}, {}
for t in tilts:
    pair[t], potential[t] = adduct(t)
    acid[t] = free_acceptor(t, pair[t], potential[t])


def lumo(mf):
    return EV * mf.mo_energy[mf.mol.nelectron // 2]


# The mirror plane makes isolated-acceptor scalars even in the tilt.
assert abs(acid[10.0].e_tot - acid[-10.0].e_tot) < 1e-7
assert abs(lumo(acid[10.0]) - lumo(acid[-10.0])) < 1e-4


def analyse(acid_energy, pair_energy, donor_energy):
    attraction = EV * np.array([acid_energy[t] + donor_energy - pair_energy[t]
                                for t in tilts])
    cost = EV * np.array([acid_energy[t] - acid_energy[0.0] for t in (10.0, 20.0)])
    a3, a2, a1, a0 = np.polyfit(tilts, attraction, 3)
    p2, p4 = np.linalg.solve([[10.0**2, 10.0**4], [20.0**2, 20.0**4]], cost)
    extra = np.poly1d([a3, a2, a1, 0])
    penalty = np.poly1d([p4, 0, p2, 0, 0])
    best = minimize_scalar(lambda t: penalty(t) - extra(t), bounds=(0, 20),
                           method="bounded", options={"xatol": 1e-8}).x
    assert 0.1 < best < 19.9
    return dict(A=attraction, g=a1, c=2 * a2, k=2 * p2, p4=p4,
                extra=extra, penalty=penalty, best=best)


hf = analyse({t: acid[t].e_tot for t in tilts},
             {t: pair[t].e_tot for t in tilts}, donor.e_tot)
g, k, c, best = hf["g"], hf["k"], hf["c"], hf["best"]
show("Electrons treated in adduct", pair[0.0].mol.nelectron, "", 0)
for t, a in zip(tilts, hf["A"]):
    show(f"HF attraction at tilt {t:.0f} deg", a, "eV", 4)
for t in (10.0, 20.0):
    show(f"HF preparation cost at {t:.0f} deg",
         EV * (acid[t].e_tot - acid[0.0].e_tot), "eV", 4)
show("Free TMGa LUMO, planar", lumo(acid[0.0]), "eV")
for t in (-10.0, 10.0, 20.0):
    show(f"Free TMGa LUMO shift at {t:.0f} deg",
         lumo(acid[t]) - lumo(acid[0.0]), "eV", 4)
show("Slope g", 1000 * g, "meV/deg")
show("Stiffness k", 1000 * k, "meV/deg^2", 4)
show("Attraction curvature c", 1000 * c, "meV/deg^2", 4)
assert g > 0 and k > 0 and hf["A"][2] > hf["A"][0]

# Ideal model with the example's own planar slope and stiffness.
ideal = minimize_scalar(lambda t: k * t**2 / 2 - g * t).x
ideal_cost, ideal_extra = k * ideal**2 / 2, g * ideal
assert abs(ideal - g / k) < 1e-5 * g / k
assert abs(ideal_cost / ideal_extra - 0.5) < 1e-5
assert abs(ideal_extra - ideal_cost - g**2 / (2 * k)) < 1e-7
zero_gain = brentq(lambda t: g * t - k * t**2 / 2, 1.2 * ideal, 5 * ideal)
assert abs(zero_gain / ideal - 2) < 1e-5
show("Ideal optimum tilt", ideal, "deg", 2)
show("Ideal cost", ideal_cost, "eV", 4)
show("Ideal extra attraction", ideal_extra, "eV", 4)
show("Ideal tilt where gain vanishes", zero_gain, "deg", 2)

# A new calculation at the predicted optimum tests the interpolated scan.
pair_best, potential_best = adduct(best)
acid_best = free_acceptor(best, pair_best, potential_best)
cost = EV * (acid_best.e_tot - acid[0.0].e_tot)
A_best = EV * (acid_best.e_tot + donor.e_tot - pair_best.e_tot)
A_planar = hf["A"][1]
extra = A_best - A_planar
gain = EV * (pair[0.0].e_tot - pair_best.e_tot)
power_A = best * hf["extra"].deriv()(best) / hf["extra"](best)
power_P = best * hf["penalty"].deriv()(best) / hf["penalty"](best)
show("HF optimum tilt", best, "deg", 2)
show("HF cost at optimum", cost, "eV", 4)
show("HF extra attraction at optimum", extra, "eV", 4)
show("HF net gain at optimum", gain, "eV", 4)
show("HF cost/extra ratio", cost / extra)
show("HF binding energy, planar", A_planar, "eV", 4)
show("HF binding energy, optimum", A_best - cost, "eV", 4)
show("Local power m of extra attraction", power_A)
show("Local power n of cost", power_P)
show("Ratio predicted from k and c", k / (2 * k - c))
show("Quartic share of cost at optimum", 100 * hf["p4"] * best**4 / cost, "%", 2)
assert abs(cost - hf["penalty"](best)) < 0.005
assert abs(extra - hf["extra"](best)) < 0.005
assert gain > 0
assert abs(cost / extra - power_A / power_P) < 0.03


# Split attraction: frozen fragments made mutually orthogonal, then relaxed.
def split(pair_mf, acid_mf):
    occupied = block_diag(acid_mf.mo_coeff[:, acid_mf.mo_occ > 0],
                          donor.mo_coeff[:, donor.mo_occ > 0])
    overlap = occupied.T @ pair_mf.get_ovlp() @ occupied
    density = 2 * occupied @ np.linalg.solve(overlap, occupied.T)
    frozen = pair_mf.energy_tot(density)
    assert frozen > pair_mf.e_tot
    return (EV * (acid_mf.e_tot + donor.e_tot - frozen),
            EV * (frozen - pair_mf.e_tot))


frozen0, relax0 = split(pair[0.0], acid[0.0])
frozen1, relax1 = split(pair_best, acid_best)
show("Frozen-fragment attraction, planar", frozen0, "eV", 4)
show("Frozen-fragment attraction, optimum", frozen1, "eV", 4)
show("Orbital-relaxation attraction, planar", relax0, "eV", 4)
show("Orbital-relaxation attraction, optimum", relax1, "eV", 4)


# Energy lowering of one fragment when it may use the partner's basis functions.
def borrowed(pair_mf, core_potential, part, is_acid):
    mol = pair_mf.mol
    n_acid = acid[0.0].mol.natm
    atoms = range(n_acid) if is_acid else range(n_acid, mol.natm)
    h = mol.intor("int1e_kin")
    for i in atoms:
        with mol.with_rinv_origin(mol.atom_coord(i)):
            h = h - mol.atom_charge(i) * mol.intor("int1e_rinv")
    if is_acid:
        h = h + core_potential
    ghost = mol.copy()
    ghost.nelectron = part.mol.nelectron
    guess = np.zeros_like(h)
    n, total = part.mol.nao_nr(), mol.nao_nr()
    block = slice(0, n) if is_acid else slice(total - n, total)
    guess[block, block] = part.make_rdm1()
    mf = hartree_fock(ghost, None, pair_mf._eri, hcore=h,
                      repulsion=part.mol.energy_nuc(), guess=guess)
    assert mf.e_tot < part.e_tot + 1e-8
    return EV * (part.e_tot - mf.e_tot)


bsse0 = (borrowed(pair[0.0], potential[0.0], acid[0.0], True)
         + borrowed(pair[0.0], potential[0.0], donor, False))
bsse1 = (borrowed(pair_best, potential_best, acid_best, True)
         + borrowed(pair_best, potential_best, donor, False))
show("HF basis superposition, planar", bsse0, "eV", 4)
show("HF basis superposition, optimum", bsse1, "eV", 4)
show("HF ratio after superposition correction", cost / (extra - bsse1 + bsse0))

# Correlation, on the same scan.
corr = analyse({t: mp2_energy(acid[t]) for t in tilts},
               {t: mp2_energy(pair[t]) for t in tilts}, mp2_energy(donor))
tm = corr["best"]
show("MP2 optimum tilt", tm, "deg", 2)
show("MP2 cost at its optimum", corr["penalty"](tm), "eV", 4)
show("MP2 extra attraction at its optimum", corr["extra"](tm), "eV", 4)
show("MP2 cost/extra ratio", corr["penalty"](tm) / corr["extra"](tm))

# Let only the planar reference choose its Ga-N distance: a low estimate of the gain.
distances = np.array([2.20, 2.35, 2.50])
planar_A = [A_planar] + [EV * (acid[0.0].e_tot + donor.e_tot - adduct(0.0, r)[0].e_tot)
                         for r in distances[1:]]
b2, b1, b0 = np.polyfit(distances - GA_N, planar_A, 2)
assert b2 < 0
extra_relaxed = A_best - (b0 - b1**2 / (4 * b2))
show("Relaxed Ga-N distance, planar", (GA_N - b1 / (2 * b2)) / 10, "nm", 4)
show("Extra attraction over relaxed planar adduct", extra_relaxed, "eV", 4)
show("Net gain over relaxed planar adduct", extra_relaxed - cost, "eV", 4)
show("Cost/extra ratio against relaxed planar adduct", cost / extra_relaxed)
assert extra_relaxed > cost

# Classical thermal averages for the ideal model, by direct summation.
T = 400.0
kT = KB * T
grid = np.linspace(-150, 150, 60001)
P_grid = k * grid**2 / 2
weight = np.exp(-(P_grid - g * grid - (ideal_cost - ideal_extra)) / kT)
hot_ratio = (weight @ P_grid) / (weight @ (g * grid))
assert abs(hot_ratio - (0.5 + kT / (2 * ideal_extra))) < 1e-5
hot_gain = (ideal_extra - ideal_cost
            + kT * np.log(weight.sum() / np.exp(-P_grid / kT).sum()))
assert abs(hot_gain - g**2 / (2 * k)) < 1e-6

# Harmonic quantum of the rigid-methyl tilt in free TMGa, centre of mass fixed.
mass = acid[0.0].mol.atom_mass_list(isotope_avg=True) * const.atomic_mass
plus = np.array([a[1] for a in acceptor(0.5)])
minus = np.array([a[1] for a in acceptor(-0.5)])
move = (plus - minus) * 1e-10 / np.radians(1.0)
move -= mass @ move / mass.sum()
inertia = np.sum(mass[:, None] * move**2)
stiffness_SI = k * const.e * (180 / np.pi)**2
quantum = const.hbar * np.sqrt(stiffness_SI / inertia) / const.e
show("Thermal energy kT at 400 K", 1000 * kT, "meV", 2)
show("Ideal thermal mean ratio at 400 K", hot_ratio)
show("Ideal free-energy gain at 400 K", hot_gain, "eV", 4)
show("Tilt vibrational quantum", 1000 * quantum, "meV", 2)
print("finished without a failed check")
```

It prints:

```
Input Ga-C length: 0.197 nm
Input C-H length: 0.109 nm
Input N-H length: 0.101 nm
Input Ga-N distance: 0.220 nm
Input Ga-C-H angle: 111.0 deg
Input N-H angle from Ga-N axis: 68.0 deg
Input Ga d exponent: 0.2 bohr^-2
Electrons treated in adduct: 40
HF attraction at tilt -10 deg: -0.4380 eV
HF attraction at tilt 0 deg: 0.4234 eV
HF attraction at tilt 10 deg: 0.9664 eV
HF attraction at tilt 20 deg: 1.3627 eV
HF preparation cost at 10 deg: 0.2753 eV
HF preparation cost at 20 deg: 1.1276 eV
Free TMGa LUMO, planar: 2.478 eV
Free TMGa LUMO shift at -10 deg: -0.4582 eV
Free TMGa LUMO shift at 10 deg: -0.4582 eV
Free TMGa LUMO shift at 20 deg: -1.3947 eV
Slope g: 67.360 meV/deg
Stiffness k: 5.4632 meV/deg^2
Attraction curvature c: -3.1837 meV/deg^2
Ideal optimum tilt: 12.33 deg
Ideal cost: 0.4153 eV
Ideal extra attraction: 0.8305 eV
Ideal tilt where gain vanishes: 24.66 deg
HF optimum tilt: 8.44 deg
HF cost at optimum: 0.1955 eV
HF extra attraction at optimum: 0.4700 eV
HF net gain at optimum: 0.2745 eV
HF cost/extra ratio: 0.416
HF binding energy, planar: 0.4234 eV
HF binding energy, optimum: 0.6979 eV
Local power m of extra attraction: 0.833
Local power n of cost: 2.011
Ratio predicted from k and c: 0.387
Quartic share of cost at optimum: 0.57 %
Frozen-fragment attraction, planar: -0.3390 eV
Frozen-fragment attraction, optimum: 0.0939 eV
Orbital-relaxation attraction, planar: 0.7624 eV
Orbital-relaxation attraction, optimum: 0.7996 eV
HF basis superposition, planar: 0.1422 eV
HF basis superposition, optimum: 0.1358 eV
HF ratio after superposition correction: 0.410
MP2 optimum tilt: 8.07 deg
MP2 cost at its optimum: 0.1658 eV
MP2 extra attraction at its optimum: 0.3953 eV
MP2 cost/extra ratio: 0.419
Relaxed Ga-N distance, planar: 0.2422 nm
Extra attraction over relaxed planar adduct: 0.3984 eV
Net gain over relaxed planar adduct: 0.2028 eV
Cost/extra ratio against relaxed planar adduct: 0.491
Thermal energy kT at 400 K: 34.47 meV
Ideal thermal mean ratio at 400 K: 0.521
Ideal free-energy gain at 400 K: 0.4153 eV
Tilt vibrational quantum: 24.92 meV
finished without a failed check
```
